# Does Exact Exchange Add a Force Term in Plane Waves?

## The problem

A periodic one-dimensional cell of length $L=6.00$ angstrom contains two model ions, at $R_1=2.00$ and $R_2=3.30$ angstrom, with charges $Z_1=4$ and $Z_2=2$. Six electrons doubly occupy three zone-centre orbitals. The ions act through a local pseudopotential and fixed-strength separable projectors, as in a norm-conserving scheme. The energy is a hybrid with exact-exchange fraction $a=0.25$.

Find the force on atom 1. Does exact exchange require a term of its own, beside those from the pseudopotentials, the ion-ion repulsion and the core density?

Atomic units are used in the algebra, eV and angstrom for numbers. The cell, the plane-wave set and the occupations stay fixed as the atoms move.

## A tempting solution

The pseudopotential, ion-ion and core-density terms give a force of $-23.940$ eV/angstrom on atom 1. The exchange energy also changes when this atom moves. Reconverging the orbitals at displaced positions gives

$$
\frac{d(aE_x)}{dR_1}=-0.193\ \text{eV/angstrom}.
$$

A force is minus an energy derivative, so exchange seems to contribute $+0.193$ eV/angstrom, for a total of

$$
-23.940+0.193=-23.747\ \text{eV/angstrom}.
$$

Differences of the converged total energy, however, give $-23.940$ eV/angstrom. The proposed correction has spoiled a correct force.

The fault is a mixture of two kinds of derivative. The first number was obtained by differentiating the energy at fixed orbitals. The exchange number was obtained by letting the orbitals follow the atom. If orbital response is counted for exchange, it must be counted for every other energy component too. The right solution separates the two kinds of derivative.

## Where the positions enter the energy

Expand the orbitals in normalized plane waves,

$$
\phi_i(x)=\frac{1}{\sqrt L}\sum_G c_{Gi}e^{iGx},\qquad c_i^\dagger c_j=\delta_{ij}.
$$

The overlap matrix is the identity because the plane waves are orthonormal and the pseudopotential is norm-conserving. Define

$$
P=2\sum_i c_i c_i^\dagger,\qquad
\gamma(x,x')=2\sum_i\phi_i(x)\phi_i^*(x'),\qquad n(x)=\gamma(x,x).
$$

The factor 2 counts spin. The energy is

$$
E=T+E_{\rm loc}+E_{\rm nl}+E_H+aE_x+(1-a)E_{\rm sl}[n+n_c]+E_{\rm ion},
$$

where $n_c$ is a core density carried by the ions. It enters the semilocal term alone; exact exchange acts among the valence orbitals:

$$
E_x=-\frac14\iint |\gamma(x,x')|^2v(x-x')\,dx\,dx'.
$$

To see whether $R_I$ is hidden here, put $\rho_{ij}(x)=\phi_i^*(x)\phi_j(x)$. Then

$$
|\gamma(x,x')|^2
=4\sum_{ij}\phi_i(x)\phi_i^*(x')\phi_j^*(x)\phi_j(x')
=4\sum_{ij}\rho_{ij}^*(x)\rho_{ij}(x').
$$

With $v(x-x')=L^{-1}\sum_q v_qe^{iq(x-x')}$ and $\rho_{ij}(q)=\int\rho_{ij}(x)e^{-iqx}dx$, the two integrals give $\rho_{ij}^*(q)$ and $\rho_{ij}(q)$. The factor 4 cancels the prefactor $1/4$:

$$
E_x=-\frac1L\sum_{ij}\sum_q v_q|\rho_{ij}(q)|^2,\qquad
\rho_{ij}(q)=\sum_G c_{Gi}^*c_{G+q,j}.
$$

Coefficients outside the plane-wave set are zero. The expression contains coefficients, wavevectors, the cell length and the interaction, but no ion position. Hence

$$
\left.\frac{\partial E_x}{\partial R_I}\right|_c=0.
$$

The same argument holds in three dimensions. If the singular value $v_{q=0}$ is replaced there by a number fixed by the cell and the k-point mesh, that number does not depend on $R_I$ either.

## Why the orbital response drops out

At fixed positions, let $F$ be the matrix defined by $\delta E=\mathrm{Tr}(F\,\delta P)$. Its exchange part follows from

$$
\delta E_x=-\frac14\iint(\gamma^*\delta\gamma+\gamma\,\delta\gamma^*)v\,dx\,dx'.
$$

Both $\gamma$ and $\delta\gamma$ are Hermitian and $v$ is even, so exchanging $x$ and $x'$ turns one term into the other. Therefore

$$
\delta E_x=-\frac12\iint\gamma(x',x)v(x'-x)\,\delta\gamma(x,x')\,dx\,dx'
=\mathrm{Tr}(K\,\delta P),
$$

$$
K(x,x')=-\frac12\gamma(x,x')v(x-x').
$$

The operator $aK$ is part of $F$. Along a path of converged solutions the chain rule reads

$$
\frac{dE}{dR_I}=\left.\frac{\partial E}{\partial R_I}\right|_c
+\mathrm{Tr}\left(F\frac{dP}{dR_I}\right).
$$

The energy is stationary under the constraint $c_i^\dagger c_j=\delta_{ij}$. It depends on the occupied orbitals through $P$, which a unitary rotation among them leaves unchanged. That freedom can be used to make the matrix of Lagrange multipliers diagonal, so $Fc_i=\varepsilon_ic_i$. Writing a prime for $d/dR_I$,

$$
\begin{aligned}
\mathrm{Tr}(FP')
&=2\sum_i\left(c_i'^\dagger Fc_i+c_i^\dagger Fc_i'\right)\\
&=2\sum_i\varepsilon_i\left(c_i'^\dagger c_i+c_i^\dagger c_i'\right)
=2\sum_i\varepsilon_i\frac{d}{dR_I}(c_i^\dagger c_i)=0.
\end{aligned}
$$

The last step uses normalization, which does not involve $R_I$. The force is therefore

$$
F_I=-\left.\frac{\partial E}{\partial R_I}\right|_c,
$$

and exact exchange adds no term to it. Completeness of the basis was not used, so the result holds at any fixed cutoff, for the energy defined by that cutoff.

What vanishes is the response of the whole energy. The exchange part, $\mathrm{Tr}(aKP')$, is in general not zero. It is the $-0.193$ eV/angstrom that the tempting solution took for a missing force.

## The terms that remain

The model interaction is $v(x)=Ae^{-\kappa|x|}$, summed over periodic images, with $A=20.0$ eV and $1/\kappa=1.20$ angstrom. Its Fourier coefficient is $v_q=2A\kappa/(\kappa^2+q^2)$. The ions are Gaussian charges of width $s$, so

$$
V_{\rm loc}(x)=\frac1L\sum_{I,q}u_I(q)e^{iq(x-R_I)},\qquad
u_I(q)=-Z_Iv_qe^{-q^2s^2/2}.
$$

Differentiating the exponential gives a factor $-iq$, and the minus sign of the force turns it into $+iq$. With $n(q)=\int n(x)e^{-iqx}dx$ and $n$ real,

$$
F_I^{\rm loc}=-\int n\frac{\partial V_{\rm loc}}{\partial R_I}dx
=\frac iL\sum_q q\,u_I(q)n^*(q)e^{-iqR_I}.
$$

The projector energy is $E_{\rm nl}=\sum_ID_I\beta_I^\dagger P\beta_I$, where $\beta_I(G)=b(G)e^{-iGR_I}$ and $D_I$ is constant. Since $P$ is Hermitian, the derivatives of the two projectors are complex conjugates:

$$
F_I^{\rm nl}=-2D_I\,\mathrm{Re}\left(\beta_I^\dagger P\frac{\partial\beta_I}{\partial R_I}\right),
\qquad \frac{\partial\beta_I(G)}{\partial R_I}=-iG\beta_I(G).
$$

For the ion-ion energy,

$$
E_{\rm ion}=\frac{Z_1Z_2}{L}\sum_qv_qe^{-q^2s^2}\cos[q(R_1-R_2)],
$$

$$
F_1^{\rm ion}=\frac{Z_1Z_2}{L}\sum_qv_qe^{-q^2s^2}q\sin[q(R_1-R_2)],
\qquad F_2^{\rm ion}=-F_1^{\rm ion}.
$$

Two minus signs, one from the cosine and one from the definition of force, have cancelled in $F_1^{\rm ion}$.

The semilocal part is a model, $E_{\rm sl}=-C\int(n+n_c)^{4/3}dx$, with potential $v_{\rm sl}=-\frac43C(n+n_c)^{1/3}$. The core density moves with the ions, so

$$
F_I^{\rm core}=-(1-a)\int v_{\rm sl}\frac{\partial n_c}{\partial R_I}dx.
$$

This is an explicit force from the exchange-correlation energy, but it belongs to the semilocal part. It disappears at $a=1$.

The remaining parameters are as follows. The ion width is $s=0.30$ angstrom. The projectors are normalized Gaussians, $b(G)=(4\pi w^2)^{1/4}L^{-1/2}e^{-G^2w^2/2}$ with $w=0.40$ angstrom, and $D_1=8.0$, $D_2=4.0$ eV. The core densities are Gaussians of standard deviation 0.25 angstrom holding 1.0 and 0.5 electrons, and $C=5.0$ eV angstrom$^{1/3}$. The basis has 31 plane waves, a cutoff of 940.1 eV. For atom 1 at $a=0.25$ the numbers are, in eV/angstrom:

| Term | Force |
|---|---:|
| local | 22.077 |
| nonlocal | −1.023 |
| ion-ion | −45.227 |
| core density | 0.233 |
| sum | −23.940 |

The answer to the problem is $F_1=-23.940$ eV/angstrom, with no exchange term. The negative sign points away from atom 2 across the short separation: the ion-ion repulsion exceeds the pull of the electrons.

## Finite differences and the hidden cancellation

The analytic force was tested against a fourth-order difference of total energies, with the orbitals reconverged at every displaced position. For both atoms and for $a=0$, $0.25$ and $1$ the two agree within $10^{-5}$ eV/angstrom. The forces on atom 1 are $-23.643$, $-23.940$ and $-24.833$ eV/angstrom respectively. The exchange fraction thus influences the force although exact exchange has no term in it. Changing $a$ also rescales the semilocal energy, so these differences are not due to exact exchange alone, and the two effects act in opposite directions here. With the semilocal weight held at 0.75, the force is $-24.129$ eV/angstrom without exact exchange and $-23.940$ eV/angstrom with it. That shift arrives through the converged orbitals and is already contained in the explicit terms.

A two-point difference has a leading error proportional to the square of the step. Its errors at steps of 0.04, 0.02 and 0.01 angstrom are $-0.01011$, $-0.00253$ and $-0.00063$ eV/angstrom, relative to the analytic force. Each halving of the step divides the error by about four, as it should if the analytic value is the limit.

The cancellation can be followed component by component. The total derivative of the local energy is $-44.8425$ eV/angstrom. Its explicit part is minus the local force, $-22.0769$, which leaves a response of

$$
-44.8425-(-22.0769)=-22.7656\ \text{eV/angstrom}.
$$

In the same way the nonlocal response is $2.3704-1.0228=1.3476$, and the semilocal response is $-1.4679-(-0.2330)=-1.2349$. The kinetic, Hartree and exchange energies have no explicit dependence on position, so their total derivatives are pure response: $12.0723$, $10.7734$ and $-0.1926$. The sum is

$$
12.0723-22.7656+1.3476+10.7734-0.1926-1.2349=0.0002,
$$

in eV/angstrom, which is zero within the rounding of the entries. The directly computed trace $\mathrm{Tr}(FP')$ is about $10^{-8}$ eV/angstrom. The tempting solution picked one member of this sum and left out the other five.

A low cutoff provides a harder trial. At 66.8 eV the total energy lies 0.108 eV above its value at the 940.1 eV cutoff. The analytic and difference forces on atom 1 are nevertheless both $-23.796$ eV/angstrom. This differs from the high-cutoff force by 0.144 eV/angstrom: it is the correct derivative of a less accurate energy.

## When the conclusion changes

**The basis moves.** Let the plane-wave coefficients of an orbital be $\phi_i=B(R)c_i$, where the columns of $B$ are atom-centred functions. The stationary condition is now $B^\dagger(F-\varepsilon_i)\phi_i=0$, and

$$
\phi_i'=(\partial_RB)c_i+Bc_i'.
$$

Normalization gives $\mathrm{Re}(\phi_i'^\dagger\phi_i)=0$, so $\varepsilon_i$ may be subtracted in the response:

$$
\mathrm{Tr}(FP')=4\,\mathrm{Re}\sum_i\phi_i'^\dagger F\phi_i
=4\,\mathrm{Re}\sum_i\phi_i'^\dagger(F-\varepsilon_i)\phi_i.
$$

The part containing $Bc_i'$ vanishes by stationarity. What survives is an additional force

$$
F_I^{\rm basis}=-4\,\mathrm{Re}\sum_i[(\partial_{R_I}B)c_i]^\dagger(F-\varepsilon_i)\phi_i.
$$

Its exchange part, $-4a\,\mathrm{Re}\sum_i[(\partial_{R_I}B)c_i]^\dagger K\phi_i$, is the explicit exchange force at fixed $c_i$. Its size depends strongly on the basis chosen. For eight functions, an even and an odd Gaussian of widths 0.35 and 0.70 angstrom on each atom, this part is $2.215$ eV/angstrom. The complete basis force is $-5.824$ eV/angstrom, and

$$
-20.165-5.824=-25.989\ \text{eV/angstrom}
$$

agrees with the energy difference for that basis. If the basis becomes good enough that $(F-\varepsilon_i)\phi_i=0$, the complete basis force vanishes, though its exchange part need not.

**The pair densities are augmented.** In ultrasoft and projector augmented-wave schemes, the pair density entering exchange can contain a term such as $Q(x-R_I)\langle\phi_i|\beta_I\rangle\langle\beta_I|\phi_j\rangle$. This depends on $R_I$ at fixed coefficients, so exchange then has an explicit derivative in general. The overlap matrix also depends on position, and the normalization step above must be redone. The present calculation does not cover that case.

**The orbitals belong to another functional.** Suppose the hybrid energy is evaluated with orbitals converged at $a=0$. They do not make the hybrid energy stationary, so $-\mathrm{Tr}(FP')$ must be kept, with $F$ the hybrid operator and $P'$ the response of the $a=0$ orbitals. The explicit terms give $-23.7171$ eV/angstrom and the missing response is $-0.2226$ eV/angstrom. Their sum, $-23.9397$ eV/angstrom, agrees with the difference of these non-self-consistent energies.

This sum differs from the self-consistent hybrid force by about $2\times10^{-5}$ eV/angstrom, whereas the explicit terms alone are off by 0.22 eV/angstrom. The order of the errors explains why the first discrepancy is the smaller one. It does not fix its size, and agreement this close is an accident of the geometry: the discrepancy, taken as this sum minus the self-consistent force, changes sign near a separation of 1.3 angstrom, and at 1.2 and 1.4 angstrom it is about $+8\times10^{-4}$ and $-7\times10^{-4}$ eV/angstrom, still far below the error of the explicit terms. If the orbitals deviate from the stationary ones by a small amount $t$, the term linear in $t$ vanishes from the energy, which leaves an error of order $t^2$. For a deviation that varies smoothly with $R$, the derivative of this error is of second order too. The explicit force expression has no such protection, and its error is generally linear in $t$.

Incomplete self-consistency has the same effect. Rotating the highest occupied orbital into the lowest empty one by 0.010 rad raises the energy by 0.00304 eV and changes the explicit force by $-0.286$ eV/angstrom. The sign depends on the sense of the rotation, that is, on the arbitrary relative sign of the two real orbitals. At 0.005 rad the changes are 0.00076 eV and $-0.143$ eV/angstrom. Halving the angle divides the energy error by four but the force error by two. An energy that looks converged can therefore accompany a force that is not, and the cure is to converge the orbitals further, not to add an exchange force.

## Computed values

```
cell length: 6.00 angstrom
ion positions: 2.00 3.30 angstrom
ion charges: 4.0 2.0 e
electrons: 6
interaction strength: 20.0 eV
interaction range: 1.20 angstrom
ion, projector, core widths: 0.30 0.40 0.25 angstrom
projector strengths: 8.0 4.0 eV
core charges: 1.0 0.5 e
semilocal coefficient: 5.0 eV angstrom^(1/3)
plane waves, grid points: 31 64
plane-wave cutoff: 940.1 eV
fourth-order difference step: 0.010 angstrom
a=0.00 analytic forces, atoms 1 2: -23.643016 23.643016 eV/angstrom
a=0.00 difference forces, atoms 1 2: -23.643016 23.643016 eV/angstrom
a=0.25 analytic forces, atoms 1 2: -23.939705 23.939705 eV/angstrom
a=0.25 difference forces, atoms 1 2: -23.939705 23.939705 eV/angstrom
a=1.00 analytic forces, atoms 1 2: -24.832926 24.832926 eV/angstrom
a=1.00 difference forces, atoms 1 2: -24.832926 24.832926 eV/angstrom
Below: a=0.25, atom 1 unless stated
total energy: -122.318499 eV
orbital gap: 10.3529 eV
explicit force, local: 22.076863 eV/angstrom
explicit force, nonlocal: -1.022814 eV/angstrom
explicit force, ion-ion: -45.226737 eV/angstrom
explicit force, core: 0.232984 eV/angstrom
sum of forces on both atoms: 2.85e-11 eV/angstrom
scaled exchange, pair-density sum: -10.129620 eV
scaled exchange, real-space integral: -10.129670 eV
total dE/dR, kinetic: 12.072266 eV/angstrom
total dE/dR, local: -44.842535 eV/angstrom
total dE/dR, nonlocal: 2.370379 eV/angstrom
total dE/dR, Hartree: 10.773351 eV/angstrom
total dE/dR, scaled exchange: -0.192574 eV/angstrom
total dE/dR, semilocal: -1.467920 eV/angstrom
total dE/dR, ion-ion: 45.226738 eV/angstrom
exchange response Tr(aK dP/dR): -0.192574 eV/angstrom
full response Tr(F dP/dR): 9.61e-09 eV/angstrom
two-point error, step 0.04 angstrom: -1.011e-02 eV/angstrom
two-point error, step 0.02 angstrom: -2.531e-03 eV/angstrom
two-point error, step 0.01 angstrom: -6.330e-04 eV/angstrom
low cutoff: 66.8 eV
low-cutoff energy error: 0.107954 eV
low-cutoff analytic, difference force: -23.795527 -23.795527 eV/angstrom
Gaussian widths: 0.35 0.70 angstrom
Gaussian basis, force without basis term: -20.164936 eV/angstrom
Gaussian basis term: -5.823802 eV/angstrom
its exchange part before overlap term: 2.215178 eV/angstrom
Gaussian basis, difference force: -25.988739 eV/angstrom
semilocal orbitals, explicit force: -23.717135 eV/angstrom
semilocal orbitals, missing response: -0.222593 eV/angstrom
semilocal orbitals, difference force: -23.939727 eV/angstrom
rotation 0.010 rad, energy error: 3.041e-03 eV
rotation 0.010 rad, force error: -2.864e-01 eV/angstrom
rotation 0.005 rad, energy error: 7.592e-04 eV
rotation 0.005 rad, force error: -1.431e-01 eV/angstrom
```
